# Estimating a varistor's breakdown voltage from its grain size

## Problem

A varistor is a ceramic resistor whose current rises steeply once the applied voltage passes a certain value. The steep rise comes from the boundaries between its conducting grains. Charge trapped at an active boundary repels the mobile carriers on both sides and forms a barrier, which lets little current through until the voltage across it reaches a few volts.

In a particular varistor each active boundary switches at $V_b=3$ V. The ceramic is $L=1$ mm thick between its electrodes, and its mean grain size is $d=10$ µm. Estimate the breakdown voltage $V_B$.

"Breakdown" here means the reversible onset of strong conduction, not destruction of the ceramic. Since the onset is steep but continuous, it is fixed by a convention: $V_B$ is the voltage at which the current density reaches a stated reference value $J_{\text{ref}}$, and $V_b$ is the drop across one boundary at that same current density.

## Hints

1. Follow a straight line from one electrode to the other. How many grain boundaries does it cross?
2. The boundaries on that line carry the same current one after another. What does this say about their voltages?
3. What voltage is lost inside the grains? Take a grain resistivity $\rho=0.01$ Ω m and $J_{\text{ref}}=10$ A/m².
4. The problem does not say what fraction of the boundaries is active. Choose the simplest assumption, state it, and ask in which direction it errs.

## Solution

### Counting the boundaries

Let $d$ be the mean length of a grain measured along the current direction, the mean intercept. A grain size quoted as a diameter would first have to be converted to this length.

Imagine a very long line through a large block of the ceramic, cut into $M$ pieces of length $L$. The whole line has length $ML$ and contains about $ML/d$ grains. Each grain ends at one boundary, so the line also has about $ML/d$ boundaries. Dividing by the number of pieces gives the mean number per piece:

$$
N=\frac{1}{M}\,\frac{ML}{d}=\frac{L}{d}.
$$

With both lengths in metres,

$$
N=\frac{1\times10^{-3}}{10\times10^{-6}}=100 .
$$

If the sample were instead a stack of 100 whole grains, the two outer faces would touch the electrodes and 99 inner boundaries would remain. The choice between 99 and 100 changes the answer by 1%, which is finer than a switching voltage quoted as "3 V" can support.

### Adding the voltages

Assume that every boundary is active, that the electrode contacts add no barrier, and that the current flows straight through the ceramic in a column of constant cross-section. In a steady state no charge accumulates, so each boundary in the column carries the same current density. The drops add. If boundary $i$ has the drop $V_i$ at $J_{\text{ref}}$, then, leaving out the grain interiors for the moment,

$$
V_B=\sum_{i=1}^{N}V_i=N\,\langle V_i\rangle=N V_b ,
$$

where the second equality is the definition of the mean $\langle V_i\rangle$, and the third identifies that mean with the given $V_b$. The boundaries therefore need not be identical. Inserting $N=L/d$,

$$
V_B=\frac{L}{d}\,V_b=100\times 3\ \text{V}=300\ \text{V}.
$$

The estimated breakdown voltage is about **300 V**. Dividing by the thickness gives the breakdown field,

$$
\frac{V_B}{L}=\frac{V_b}{d}=300\ \text{V/mm}=3\ \text{kV/cm}.
$$

The thickness has cancelled. In this model the grain size and the boundary voltage set the field, and the thickness then sets the voltage.

### The voltage inside the grains

The field inside a grain is $J\rho$, by Ohm's law. The boundaries are thin compared with the grains, so the grain interiors fill practically the whole thickness, and their total drop at the reference current density is

$$
J_{\text{ref}}\,\rho L=10\times0.01\times10^{-3}\ \text{V}=10^{-4}\ \text{V}=0.1\ \text{mV}.
$$

This is negligible beside 300 V. The drop grows in proportion to $J$, so it would reach 300 V at a current density three million times $J_{\text{ref}}$. In a strong surge the grain interiors can therefore matter, and the voltage then rises above the value set by the boundaries.

### How sharp is the switching?

Near breakdown, describe each boundary by a power law with a common exponent $\alpha$:

$$
J=J_{\text{ref}}\left(\frac{v_i}{V_i}\right)^{\alpha},
$$

where $v_i$ is the actual drop across boundary $i$. Taking the root of order $\alpha$ and multiplying by $V_i$ gives

$$
v_i=V_i\left(\frac{J}{J_{\text{ref}}}\right)^{1/\alpha}.
$$

The bracket is the same for all boundaries, because $J$ is. Summing over $i$ gives the total applied voltage $U$:

$$
U=\sum_i v_i=V_B\left(\frac{J}{J_{\text{ref}}}\right)^{1/\alpha}
\quad\Longrightarrow\quad
J=J_{\text{ref}}\left(\frac{U}{V_B}\right)^{\alpha}.
$$

The chain is as steep as a single boundary when both are compared at the same relative change of voltage. For $\alpha=40$, a chain of 100 unequal boundaries, with $V_i$ between 2.4 V and 3.6 V and a mean of 3 V, was solved numerically with the grain resistance included. The current density is 0.148 A/m² at 270 V, 10 A/m² at 300 V and 452 A/m² at 330 V. A rise of 10% above 300 V multiplies the current by about 45, in agreement with $1.1^{40}$. This justifies speaking of a switching voltage, although nothing jumps at 300 V.

### How much does the count vary?

Grains have different lengths, so different lines cross different numbers of boundaries. Let the grain lengths along a line be independent, with standard deviation $cd$. The variances of independent lengths add, so the position of the $N$th boundary has variance $N(cd)^2$ and standard deviation $cd\sqrt N$. A shift of the boundaries by one mean grain length $d$ changes the count within the thickness by about one. For large $N$ the standard deviation of the count is therefore

$$
\sigma_N\approx\frac{cd\sqrt N}{d}=c\sqrt N .
$$

For $c=0.5$ this gives $0.5\times10=5$ boundaries, or $5\times3=15$ V. About 20,000 randomly generated grain lines gave a mean count of 99.98 and a standard deviation of 5.00.

The 15 V describes the difference between one line and another. It is not an error bar for the whole device, because the lines lie in parallel under the same voltage. Those with fewer boundaries have a larger drop on each boundary and carry more current. This pulls the onset below the value for an average line.

The effect becomes severe when the ceramic is only a few grains thick, since $\sigma_N/N\approx c/\sqrt N$ grows as $N$ falls. If a single grain reaches from one electrode to the other, that path contains no boundary at all, and the estimate fails.

### Comparison with real varistors

The common commercial varistor ceramic is zinc oxide with bismuth oxide and other additives. A boundary voltage of roughly 3 V, grains of roughly 10 µm and an exponent of some tens are reasonable for it, and breakdown fields are of the order of kilovolts per centimetre. The input values are thus not far from typical. Two assumptions are open to doubt. The first is that every boundary is active. Real ceramics also contain boundaries with weak barriers or none, in a proportion that depends on composition and firing. If one boundary in five were inactive, the average along a straight line would fall by 60 V, and detours of the current would lower the onset further, as Variation 2 shows. The second assumption is that the current runs straight. In an irregular grain structure it can detour through larger grains and so cross fewer boundaries than a straight line does, even when all of them are active. This too can lower the onset well below 300 V. The value of 300 V is therefore best read as an estimate on the high side for the given $V_b$ and $d$.

## Variation 1: coarser grains

*The ceramic is fired so that its mean grain length becomes 20 µm. The thickness and the boundary voltage stay the same. What is the breakdown voltage, and what thickness would restore 300 V?*

The number of boundaries is now $1000\ \text{µm}/20\ \text{µm}=50$, so

$$
V_B=50\times3\ \text{V}=150\ \text{V}.
$$

Doubling the grain length at fixed $L$ and $V_b$ halves the voltage. To find the required thickness, multiply $V_B=LV_b/d$ by $d$ and divide by $V_b$:

$$
L=\frac{V_B\,d}{V_b}=\frac{300\times20\ \text{µm}}{3}=2000\ \text{µm}=2\ \text{mm}.
$$

Grain growth can thus be used to make a low-voltage varistor without making it very thin, provided that the firing leaves the boundary voltage and the active fraction unchanged.

## Variation 2: some boundaries are inactive

*Return to 10 µm grains, but let a fraction $p=0.8$ of the boundaries be active, placed at random. The others conduct freely. What happens to the breakdown voltage?*

A straight line still crosses $N=100$ boundaries, of which $pN=80$ are active on average. The mean sum of thresholds along it is

$$
pNV_b=0.8\times100\times3\ \text{V}=240\ \text{V}.
$$

The current, however, need not follow a straight line. Idealize each active boundary as an element that blocks completely up to 3 V and conducts above it, which is the limit of very large $\alpha$. For any path through the grains, let $S$ be the sum of the thresholds it crosses.

As long as no boundary exceeds its threshold, the applied voltage, being the sum of the drops along the path, cannot exceed $S$. This holds for every path, so the blocked voltage cannot exceed the smallest sum, $S_{\min}$.

The value $S_{\min}$ can also be reached. Give each grain a potential equal to the smallest sum of thresholds on any path to it from the first electrode, but no more than $S_{\min}$. Two neighbouring grains then differ by at most the threshold of the boundary between them, because a path to one can be extended to the other at that cost. No boundary is overloaded, and the second electrode is at $S_{\min}$. Hence

$$
V_B=S_{\min}.
$$

This equality belongs to the limit of very large $\alpha$. At finite $\alpha$ the easiest paths carry the current through only a small part of the cross-section, so the mean current density reaches $J_{\text{ref}}$ at a voltage above $S_{\min}$: about 9% above it for $\alpha=40$ in square arrays of 100 by 100 grains with $p=0.8$, and more for smaller $\alpha$.

As a test, the largest blocked voltage was found directly, by optimizing the grain potentials, in a random square array 25 boundaries thick and 12 grains wide with $p=0.8$. It was 30 V, equal to the smallest path sum.

For a square array 100 boundaries thick and 100 grains wide, the results are:

- with all boundaries active, 300 V, since every path in this regular array must cross 100 layers and sideways steps only add to the sum;
- with $p=0.8$, 150 V in the one random array computed, although its straight columns average 240.5 V.

The easiest path therefore crosses 50 active boundaries instead of about 80. In this array, making 20% of the boundaries inactive has halved the threshold onset. The value varies from array to array, with a mean near 145 V and a standard deviation near 5 V at this size. It also falls as the array widens and offers more paths, from about 167 V at 10 grains wide to about 133 V at 1000 grains wide. That this equals the result of Variation 1 is a coincidence.

The figure of 150 V belongs to this two-dimensional model and should not be carried over to a real ceramic. The direction of the effect is general within the threshold model: a three-dimensional cubic array contains such planes and offers further paths besides, so its smallest sum cannot be larger than that of any plane within it. It can be much smaller: a cubic array 100 boundaries thick and 30 by 30 grains wide gives about 65 V at $p=0.8$. Its inactive fraction of 0.2 lies close to the value, about 0.25, at which inactive boundaries alone connect a cubic array from side to side. The size of the lowering thus depends strongly on the geometry assumed. When inactive boundaries are present, $pNV_b$ is thus an overestimate of the onset, and the current that flows first is concentrated along the easiest paths.

The numerical output below lists the main values used here.

## Calculated quantities

```
INPUTS
thickness: 1.0 mm
mean grain length: 10.0 micrometre
voltage per active boundary: 3.0 V
relative spread of grain length: 0.50
grain resistivity: 0.010 ohm m
reference current density: 10.0 A/m^2
current exponent: 40
MAIN RESULT
boundaries in series, L/d: 100
breakdown voltage: 300 V
breakdown field: 300 V/mm
same field: 3.0 kV/cm
inner boundaries, whole-grain stack: 99
voltage, whole-grain stack: 297 V
RANDOM GRAIN LINES
number of sampled lines: 20004
mean count, simulated: 99.98
scatter of count, simulated: 5.00
scatter of count, formula: 5.00
scatter in voltage, formula: 15 V
doubled grain length: 20.0 micrometre
mean count, doubled grains: 50.00
voltage, doubled grains: 150 V
SERIES CIRCUIT
smallest boundary threshold: 2.40 V
largest boundary threshold: 3.60 V
total drop inside grains: 0.10 mV
current density at 270 V: 0.148 A/m^2
current density at 300 V: 10 A/m^2
current density at 330 V: 452 A/m^2
INACTIVE BOUNDARIES, SQUARE ARRAY
active fraction: 0.80
array: 100 boundaries thick, 100 grains wide
all active, cheapest path: 300 V
straight-line formula: 240 V
straight-line mean in array: 240.5 V
cheapest path in array: 150 V
small array, cheapest path: 30.000 V
small array, largest blocked voltage: 30.000 V
```
